**Kraut's core-level formula compared with a directly solved junction**

The program examines ΔE_v = D_A − D_B − (b_A − b_B), where D_X is the bulk separation of valence edge and core level in solid X, b_X is the core binding energy at the interface, and ΔE_v is the valence edge of A minus that of B. It diagonalizes a one-dimensional junction and asserts that the offset read from its valence states agrees with the formula within 10 meV for two potential steps, with a mismatch that shrinks in longer chains. The output shows mismatches of about 1.3 meV with 24 cells per side. When the A atoms at the interface differ from those of the bulk reference, the formula is asserted to fail by the change in D_A, here about −1.84 eV. Further assertions cover the near-rigid shift of core and valence levels, the band-bending correction by means of depth-summed spectra, and the propagation of independent errors. For the model oxide film, the corrected valence offset is 2.876 eV and the conduction offset is 2.124 eV.

## Numerical check

```python
"""Kraut core-level formula for the valence offset of a junction A|B:
    offset = D_A - D_B - (b_A - b_B)
offset : valence edge of A minus valence edge of B (electron energies)
D_X    : valence edge minus core level in bulk X (positive)
b_X    : core binding energy of X at the interface, common reference
A 1D Schroedinger junction supplies the offset directly from its valence
states. Further tests cover rigid level shifts, changed atoms, band bending
seen through a finite escape depth, and error propagation.
Energies are in eV and lengths in nm.
"""
import numpy as np
from scipy.constants import hbar, m_e, e
from scipy.linalg import eigh_tridiagonal

STEP = 0.005
CELL_POINTS = 60
PAD_POINTS = 20
HOP = hbar**2 / (2 * m_e * e) * 1e18 / STEP**2


def kraut(d_a, d_b, b_a, b_b):
    return d_a - d_b - (b_a - b_b)


def cell_potential(depth, well_points):
    v = np.zeros(CELL_POINTS)
    start = (CELL_POINTS - well_points) // 2
    v[start:start + well_points] = -depth
    return v


def bulk_levels(atom):
    """Core centroid, valence top and valence width of a periodic solid."""
    v = cell_potential(*atom)
    levels = []
    for phase in (1.0, -1.0):          # zone centre and zone boundary
        h = np.diag(v + 2 * HOP)
        h -= HOP * (np.eye(CELL_POINTS, k=1) + np.eye(CELL_POINTS, k=-1))
        h[0, -1] -= HOP * phase
        h[-1, 0] -= HOP * phase
        levels.append(np.linalg.eigvalsh(h)[:2])
    levels = np.array(levels)
    return levels[:, 0].mean(), levels[:, 1].max(), np.ptp(levels[:, 1])


def junction(atom_a, atom_b, dipole, n):
    """Core centroids and valence tops from one diagonalization of A|B.

    The valence bands of A and B must not overlap in energy; otherwise
    the states spread over both sides and the edges cannot be read off.
    """
    left = np.concatenate([np.zeros(PAD_POINTS),
                           np.tile(cell_potential(*atom_a), n)])
    right = np.concatenate([np.tile(cell_potential(*atom_b), n),
                            np.zeros(PAD_POINTS)]) + dipole
    v = np.concatenate([left, right])
    energy, psi = eigh_tridiagonal(v + 2 * HOP, -HOP * np.ones(v.size - 1),
                                   select='i', select_range=(0, 4 * n - 1))
    on_a = np.sum(psi[:left.size]**2, axis=0) > 0.5
    core, val = energy[:2 * n], energy[2 * n:]
    core_a, core_b = core[on_a[:2 * n]], core[~on_a[:2 * n]]
    val_a, val_b = val[on_a[2 * n:]], val[~on_a[2 * n:]]
    assert len(core_a) == len(core_b) == len(val_a) == len(val_b) == n
    assert val_a.min() > val_b.max()   # edges can be told apart
    return core_a.mean(), core_b.mean(), val_a.max(), val_b.max()


# ---- junction model: (well depth in eV, well width in grid points)
atom_a, atom_b, atom_changed = (60.0, 32), (70.0, 28), (60.0, 34)
core_a0, top_a0, width_a = bulk_levels(atom_a)
core_b0, top_b0, width_b = bulk_levels(atom_b)
sep_a, sep_b = top_a0 - core_a0, top_b0 - core_b0
print("JUNCTION MODEL")
print(f"cell length: {CELL_POINTS * STEP:.3f} nm")
print(f"well depths A, B: {atom_a[0]:.1f}, {atom_b[0]:.1f} eV")
print(f"well widths A, B: {atom_a[1]*STEP:.3f}, {atom_b[1]*STEP:.3f} nm")
print(f"valence band widths A, B: {width_a:.3f}, {width_b:.3f} eV")
print(f"bulk separations D_A, D_B: {sep_a:.3f}, {sep_b:.3f} eV")
for dipole in (-0.5, -2.5):
    errors = []
    for n in (12, 24):
        ca, cb, va, vb = junction(atom_a, atom_b, dipole, n)
        direct = va - vb
        formula = kraut(sep_a, sep_b, -ca, -cb)
        errors.append(abs(direct - formula))
    # finite chains lower each valence top by a few meV
    assert errors[1] < 0.01 and errors[1] < 0.5 * errors[0]
    print(f"potential step on B: {dipole:.1f} eV")
    print(f"  core difference E_c^A - E_c^B: {ca - cb:.3f} eV")
    print(f"  offset from valence states, 24 cells: {direct:.3f} eV")
    print(f"  offset from core-level formula: {formula:.3f} eV")
    print(f"  mismatch, 12 and 24 cells per side: "
          f"{1e3*errors[0]:.2f}, {1e3*errors[1]:.2f} meV")

# ---- A atoms beside the interface differ from those of the bulk sample
core_c, top_c, width_c = bulk_levels(atom_changed)
eta = (top_c - core_c) - sep_a
print("CHANGED A ATOMS AT THE INTERFACE")
print(f"changed well width: {atom_changed[1] * STEP:.3f} nm")
print(f"changed A valence band: {top_c - width_c:.3f} to {top_c:.3f} eV")
for dipole in (-0.5, -2.5):
    print(f"B valence band at step {dipole:.1f} eV: "
          f"{top_b0 - width_b + dipole:.3f} to {top_b0 + dipole:.3f} eV")
changed_step = -2.5                    # keeps the two valence bands apart
ca, cb, va, vb = junction(atom_changed, atom_b, changed_step, 24)
failure = (va - vb) - kraut(sep_a, sep_b, -ca, -cb)
assert abs(eta) > 0.1 and abs(failure - eta) < 0.01
print(f"potential step used: {changed_step:.1f} eV")
print(f"change of D_A from bulk cells: {eta:.3f} eV")
print(f"true offset minus formula: {failure:.3f} eV")

# ---- rigid shift of core and valence levels of one isolated atom
points = 160
x = (np.arange(points) - (points - 1) / 2) * STEP
well = np.where(np.abs(x) < atom_a[1] * STEP / 2, -atom_a[0], 0.0)


def atom_levels(extra):
    return eigh_tridiagonal(well + extra + 2 * HOP,
                            -HOP * np.ones(points - 1),
                            select='i', select_range=(0, 1))


level0, psi0 = atom_levels(np.zeros(points))
field, curvature = 0.1, 20.0
level_f, _ = atom_levels(field * x)
level_k, _ = atom_levels(0.5 * curvature * x**2)
change_f = np.diff(level_f - level0)[0]
change_k = np.diff(level_k - level0)[0]
x2 = np.sum(psi0**2 * x[:, None]**2, axis=0)
predicted_k = 0.5 * curvature * (x2[1] - x2[0])
assert abs(change_f) < 1e-5
assert abs(change_k / predicted_k - 1) < 0.02  # second order is neglected
print("RIGID SHIFT, ISOLATED A ATOM")
print(f"field slope: {field:.1f} eV/nm; change of D: {change_f:.1e} eV")
print(f"potential curvature: {curvature:.1f} eV/nm^2")
print(f"mean x^2, core and valence: {x2[0]:.6f}, {x2[1]:.6f} nm^2")
print(f"change of D, diagonalized: {1e3 * change_k:.2f} meV")
print(f"change of D, curvature formula: {1e3 * predicted_k:.2f} meV")

# ---- worked example with round model parameters
d_a, d_b, b_a, b_b = 100.0, 15.0, 100.4, 18.2
gap_a, gap_b = 1.0, 6.0
thickness, escape = 2.0, 2.0
slope_a, slope_b = 0.02, 0.10          # electron energy, away from interface
raw = kraut(d_a, d_b, b_a, b_b)
mean_s_a = escape
mean_s_b = thickness / (1 - np.exp(-thickness / escape)) - escape
b_a_int = b_a + slope_a * mean_s_a
b_b_int = b_b + slope_b * mean_s_b
offset_v = kraut(d_a, d_b, b_a_int, b_b_int)
offset_c = gap_b - gap_a - offset_v


def spectrum_centroid(b_interface, slope, depth_range, growth):
    """Centroid of Gaussian lines summed over distance from the interface."""
    s = (np.arange(2000) + 0.5) * depth_range / 2000
    weight = np.exp(growth * s / escape)
    b = np.linspace(b_interface - 5, b_interface + 5, 1201)
    line = np.exp(-0.5 * ((b[:, None] - b_interface
                           + slope * s[None, :]) / 0.5)**2)
    intensity = line @ weight
    return np.sum(b * intensity) / np.sum(intensity)


seen_a = spectrum_centroid(b_a_int, slope_a, 20 * escape, -1)
seen_b = spectrum_centroid(b_b_int, slope_b, thickness, +1)
assert abs(seen_a - b_a) < 1e-4 and abs(seen_b - b_b) < 1e-4
correction = -slope_a * mean_s_a + slope_b * mean_s_b
assert abs(kraut(d_a, d_b, seen_a, seen_b) + correction - offset_v) < 2e-4

sigma = 0.05
sigma_offset = np.sqrt(3) * sigma
noise = np.random.default_rng(1).normal(0, sigma, (3, 200000))
samples = (d_a + noise[0]) - (d_b + noise[1]) - (b_a - b_b + noise[2])
assert abs(samples.std() / sigma_offset - 1) < 0.01

print("WORKED EXAMPLE, MODEL OXIDE FILM B ON SEMICONDUCTOR A")
print(f"bulk separations D_A, D_B: {d_a:.1f}, {d_b:.1f} eV")
print(f"measured core binding energies A, B: {b_a:.1f}, {b_b:.1f} eV")
print(f"measured core separation b_A - b_B: {b_a - b_b:.1f} eV")
print(f"valence offset without bending correction: {raw:.3f} eV")
print(f"film thickness, attenuation length: {thickness:.1f}, {escape:.1f} nm")
print(f"energy slopes A, B: {slope_a:.2f}, {slope_b:.2f} eV/nm")
print(f"mean distances s_A, s_B: {mean_s_a:.3f}, {mean_s_b:.3f} nm")
print(f"interface binding energies A, B: {b_a_int:.3f}, {b_b_int:.3f} eV")
print(f"centroids of summed spectra A, B: {seen_a:.3f}, {seen_b:.3f} eV")
print(f"bending correction: {correction:.3f} eV")
print(f"corrected valence offset: {offset_v:.3f} eV")
print(f"band gaps A, B: {gap_a:.1f}, {gap_b:.1f} eV")
print(f"conduction offset: {offset_c:.3f} eV")
print(f"standard error of each separation: {sigma:.3f} eV")
print(f"standard error of offset, formula: {sigma_offset:.3f} eV")
print(f"standard error of offset, sampled: {samples.std():.3f} eV")
print("all assertions hold")
```

It prints:

```
JUNCTION MODEL
cell length: 0.300 nm
well depths A, B: 60.0, 70.0 eV
well widths A, B: 0.160, 0.140 nm
valence band widths A, B: 0.849, 0.531 eV
bulk separations D_A, D_B: 24.062, 29.914 eV
potential step on B: -0.5 eV
  core difference E_c^A - E_c^B: 8.258 eV
  offset from valence states, 24 cells: 2.405 eV
  offset from core-level formula: 2.406 eV
  mismatch, 12 and 24 cells per side: 4.77, 1.25 meV
potential step on B: -2.5 eV
  core difference E_c^A - E_c^B: 10.258 eV
  offset from valence states, 24 cells: 4.405 eV
  offset from core-level formula: 4.406 eV
  mismatch, 12 and 24 cells per side: 4.90, 1.26 meV
CHANGED A ATOMS AT THE INTERFACE
changed well width: 0.170 nm
changed A valence band: -31.019 to -30.132 eV
B valence band at step -0.5 eV: -30.501 to -29.971 eV
B valence band at step -2.5 eV: -32.501 to -31.971 eV
potential step used: -2.5 eV
change of D_A from bulk cells: -1.838 eV
true offset minus formula: -1.839 eV
RIGID SHIFT, ISOLATED A ATOM
field slope: 0.1 eV/nm; change of D: 5.3e-07 eV
potential curvature: 20.0 eV/nm^2
mean x^2, core and valence: 0.001591, 0.004028 nm^2
change of D, diagonalized: 24.35 meV
change of D, curvature formula: 24.37 meV
WORKED EXAMPLE, MODEL OXIDE FILM B ON SEMICONDUCTOR A
bulk separations D_A, D_B: 100.0, 15.0 eV
measured core binding energies A, B: 100.4, 18.2 eV
measured core separation b_A - b_B: 82.2 eV
valence offset without bending correction: 2.800 eV
film thickness, attenuation length: 2.0, 2.0 nm
energy slopes A, B: 0.02, 0.10 eV/nm
mean distances s_A, s_B: 2.000, 1.164 nm
interface binding energies A, B: 100.440, 18.316 eV
centroids of summed spectra A, B: 100.400, 18.200 eV
bending correction: 0.076 eV
corrected valence offset: 2.876 eV
band gaps A, B: 1.0, 6.0 eV
conduction offset: 2.124 eV
standard error of each separation: 0.050 eV
standard error of offset, formula: 0.087 eV
standard error of offset, sampled: 0.087 eV
all assertions hold
```
